# Why a cubic crystal pulled along [110] can widen along [1-10]

**Question.** A bar that is pulled usually becomes thinner. Why can a cubic crystal pulled along $[110]$ become wider along $[1\bar10]$, and which combination of its elastic constants decides whether it does?

## The mechanism: two linked scissors

Take three perpendicular unit vectors,

$$\mathbf n=\frac{(1,1,0)}{\sqrt2},\qquad \mathbf m=\frac{(1,-1,0)}{\sqrt2},\qquad \mathbf z=(0,0,1).$$

The crystal is pulled along $\mathbf n$, and its side faces are free of stress. The elastic response of a cubic crystal is unchanged by reflection in the planes perpendicular to $\mathbf n$, $\mathbf m$ and $\mathbf z$, so this pull produces no shear between the three directions. The deformation is described by three small strains $\varepsilon_n,\varepsilon_m,\varepsilon_z$, positive for lengthening. A bond along the unit vector $\mathbf u$ then changes its length by the fraction

$$\delta=\varepsilon_n(\mathbf u\cdot\mathbf n)^2+\varepsilon_m(\mathbf u\cdot\mathbf m)^2+\varepsilon_z(\mathbf u\cdot\mathbf z)^2 .$$

Consider a body-centred cubic (bcc) lattice in which springs join nearest neighbours only. The bonds lie along the four body diagonals, which form two pairs. The bonds $(1,1,\pm1)/\sqrt3$ lie in the plane of $\mathbf n$ and $\mathbf z$, with squared projections $2/3$ on $\mathbf n$, $0$ on $\mathbf m$ and $1/3$ on $\mathbf z$. The bonds $(1,-1,\pm1)/\sqrt3$ lie in the plane of $\mathbf m$ and $\mathbf z$, with squared projections $0$, $2/3$ and $1/3$. All bonds keep their length if

$$\tfrac23\varepsilon_n+\tfrac13\varepsilon_z=0,\qquad \tfrac23\varepsilon_m+\tfrac13\varepsilon_z=0 .$$

The first equation gives $\varepsilon_z=-2\varepsilon_n$, and the second then gives $\varepsilon_m=\varepsilon_n$. Each pair of bonds works as a pair of scissors. Opening the first pair along $\mathbf n$ shortens the crystal along $\mathbf z$. The second pair shares that height, so it must open along $\mathbf m$. The expansion along $[1\bar10]$ is driven by the contraction along $[001]$.

This lattice is an extreme case: the motion costs no energy, so the lattice has no stiffness against it. A real crystal has further forces that resist the scissors, and the elastic constants measure how strongly.

## The formula: rotating the compliance tensor

Linear elasticity relates strain to stress by $\varepsilon_{ij}=S_{ijkl}\sigma_{kl}$, with repeated indices summed. On the cube axes $x,y,z$, a cubic crystal has three independent compliances:

$$\varepsilon_{xx}=S_{11}\sigma_{xx}+S_{12}(\sigma_{yy}+\sigma_{zz}),\qquad 2\varepsilon_{xy}=S_{44}\sigma_{xy},$$

and the same with the axes permuted. The factor 2 appears because $S_{44}$ is defined with the engineering shear strain $2\varepsilon_{xy}$. All these relations are contained in one tensor,

$$S_{ijkl}=S_{12}\,\delta_{ij}\delta_{kl}+\frac{S_{44}}4(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+S_0\sum_{a}\delta_{ia}\delta_{ja}\delta_{ka}\delta_{la},$$

$$S_0=S_{11}-S_{12}-\tfrac12S_{44},$$

where $a$ runs over the cube axes. To confirm this, apply it to a stress. For $i\ne j$ only the middle term acts, and it gives $\varepsilon_{ij}=\frac14S_{44}(\sigma_{ij}+\sigma_{ji})=\frac12S_{44}\sigma_{ij}$, as required. For $i=j=x$ the three terms give

$$S_{12}(\sigma_{xx}+\sigma_{yy}+\sigma_{zz})+\tfrac12S_{44}\sigma_{xx}+S_0\sigma_{xx}
=S_{11}\sigma_{xx}+S_{12}(\sigma_{yy}+\sigma_{zz}).$$

The first two terms of the tensor look the same from every direction. The last one alone knows where the cube axes are.

A tension $\sigma>0$ along $\mathbf n$ is the stress $\sigma_{kl}=\sigma n_kn_l$. The strain along $\mathbf m$ is $\varepsilon_m=m_im_j\varepsilon_{ij}$. Their ratio is therefore a component of the rotated compliance tensor:

$$S'_{mmnn}=m_im_jn_kn_lS_{ijkl}
=S_{12}+\frac{S_{44}}2(\mathbf m\cdot\mathbf n)^2+S_0\sum_a m_a^2n_a^2 .$$

Here $\mathbf m\cdot\mathbf n=0$, and the sum is $\frac12\cdot\frac12+\frac12\cdot\frac12+0=\frac12$. Hence

$$S'_{mmnn}=S_{12}+\tfrac12\left(S_{11}-S_{12}-\tfrac12S_{44}\right)=\tfrac14\left[2(S_{11}+S_{12})-S_{44}\right].$$

The crystal expands along $[1\bar10]$ under tension when this component is positive:

$$\boxed{\,2(S_{11}+S_{12})>S_{44}\,}$$

The other two strains follow in the same way. Along the pull, $\mathbf n\cdot\mathbf n=1$ and $\sum_an_a^4=\frac12$, so

$$S'_{nnnn}=S_{12}+\tfrac12S_{44}+\tfrac12S_0=\tfrac14\left[2(S_{11}+S_{12})+S_{44}\right].$$

Along $[001]$ the sum $\sum_a z_a^2n_a^2$ vanishes, which leaves $S'_{zznn}=S_{12}$. Poisson's ratio is minus the transverse strain divided by the longitudinal one, so

$$\nu_m=\frac{S_{44}-2(S_{11}+S_{12})}{S_{44}+2(S_{11}+S_{12})},\qquad
\nu_z=\frac{-4S_{12}}{S_{44}+2(S_{11}+S_{12})}.$$

A material with a negative Poisson's ratio is called auxetic. A crystal that meets the boxed condition is auxetic for this pair of directions, but not necessarily for every pair.

The two competing terms have a direct meaning. On the cube axes the tension reads $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\sigma/2$. The two equal normal stresses produce $\varepsilon_{xx}=\varepsilon_{yy}=\frac12(S_{11}+S_{12})\sigma$, which lengthens both face diagonals by the same fraction. The shear stress produces $\varepsilon_{xy}=\frac14S_{44}\sigma$, which lengthens $[110]$ and shortens $[1\bar10]$ by that amount. The crystal widens when the common lengthening exceeds the shortening by shear. A large shear stiffness on the cube axes, hence a small $S_{44}$, favours this.

## The same condition in stiffnesses

The stiffnesses $C_{11},C_{12},C_{44}$ give stress from strain. Equal normal stresses on all axes, and a pair of opposite normal stresses on two axes, each produce strain of their own pattern. This gives

$$S_{11}+2S_{12}=\frac1{C_{11}+2C_{12}},\qquad S_{11}-S_{12}=\frac1{C_{11}-C_{12}},\qquad S_{44}=\frac1{C_{44}}.$$

Twice the first plus the second is $3(S_{11}+S_{12})$, and the first minus the second is $3S_{12}$. With $P=(C_{11}-C_{12})(C_{11}+2C_{12})$,

$$S_{11}+S_{12}=\frac{2(C_{11}-C_{12})+(C_{11}+2C_{12})}{3P}=\frac{C_{11}}P,\qquad S_{12}=-\frac{C_{12}}P .$$

A stable crystal has $C_{44}>0$, $C_{11}>|C_{12}|$ and $C_{11}+2C_{12}>0$, so $P>0$. The condition becomes $2C_{11}C_{44}>P$. Division by $C_{11}(C_{11}-C_{12})$ gives

$$A\equiv\frac{2C_{44}}{C_{11}-C_{12}}>1+\frac{2C_{12}}{C_{11}} .$$

The ratio $A$ equals 1 for an isotropic solid. For positive $C_{12}$ the threshold lies above 1, so $A>1$ is not sufficient. Stability also makes both $S_{44}$ and $S_{11}+S_{12}$ positive, and $\nu_m$ is the difference of two positive numbers divided by their sum. It therefore lies between $-1$ and $1$.

As a test, the strains were solved numerically from the full stiffness tensor for 400 random stable crystals. The sign of $\varepsilon_m$ agreed with the condition in every case, and 260 of the crystals expanded. That count reflects the ranges sampled, not how common such crystals are in nature.

## How far real forces weaken the scissors

The bcc spring lattice can now be given a resistance. Let $k_1$ be the spring constant between nearest neighbours and $k_2$ that between second neighbours, which are separated by the cube edge $a$. All springs are unstressed at the start. A spring of length $r$ stores the energy $\frac12kr^2(u_iu_j\varepsilon_{ij})^2$, so the stiffness tensor is

$$C_{ijkl}=\frac1V\sum_{\text{bonds}}k\,r^2u_iu_ju_ku_l ,\qquad V=\frac{a^3}2\ \text{per atom}.$$

There are four nearest-neighbour bonds per atom, with $r^2=3a^2/4$ and $u_x^2=u_y^2=u_z^2=1/3$. They add to each of $C_{11},C_{12},C_{44}$ the same amount,

$$\frac2{a^3}\cdot4\cdot\frac{3a^2k_1}4\cdot\frac19=\frac{2k_1}{3a}.$$

The second-neighbour bonds lie along the cube axes and add $2k_2/a$ to $C_{11}$ alone. In units of $2k_1/3a$ the stiffnesses are $C_{11}=1+s$ and $C_{12}=C_{44}=1$, with $s=3k_2/k_1$. Multiplying the numerator and denominator of $\nu_m$ by $PC_{44}$ and inserting $P=s(s+3)$ gives

$$\nu_m=\frac{P-2C_{11}C_{44}}{P+2C_{11}C_{44}}
=\frac{s(s+3)-2(1+s)}{s(s+3)+2(1+s)}=\frac{(s-1)(s+2)}{s^2+5s+2}.$$

For $s\to0$ the free scissors return, with $\nu_m\to-1$. The crystal is auxetic for $s<1$, that is for $k_2<k_1/3$. Minimising the spring energy directly at a fixed small stretch gives $\nu_m=-0.448$ for $k_2/k_1=0.1$, zero for $1/3$ and $+0.213$ for $0.6$, in agreement with the formula.

A face-centred cubic (fcc) lattice with nearest-neighbour springs behaves differently. One bond lies along $\mathbf n$, one along $\mathbf m$, and four lean out of the plane, for example $(1,0,1)/\sqrt2$. Each leaning bond changes its length by the fraction $\delta=\frac14(\varepsilon_n+\varepsilon_m)+\frac12\varepsilon_z$. The energy is proportional to $\varepsilon_n^2+\varepsilon_m^2+4\delta^2$. At fixed $\varepsilon_n$, its minimum over $\varepsilon_z$ requires $\delta=0$, and its minimum over $\varepsilon_m$ then requires $\varepsilon_m=0$. Thus $\varepsilon_z=-\varepsilon_n/2$ and $\nu_m=0$. The leaning bonds can keep their length at any $\varepsilon_m$, so they do not force the crystal to widen, and the bond along $[1\bar10]$ holds the width fixed. This model sits on the border, so the sign in an fcc metal depends on forces that it leaves out.

## What happens when $[001]$ cannot contract

The claim that the $[001]$ contraction drives the expansion can be examined for any cubic crystal. The stiffness tensor has the same form as the compliance tensor, with $C_{44}$ in place of $S_{44}/4$ and $C_{11}-C_{12}-2C_{44}$ in place of $S_0$. The same contractions give

$$C'_{nm}=\tfrac12(C_{11}+C_{12})-C_{44},\qquad C'_{mm}=\tfrac12(C_{11}+C_{12})+C_{44},$$

while strain along $\mathbf z$ couples to stress along $\mathbf m$ through $C_{12}$. The side faces are free, so

$$0=\sigma_m=C'_{nm}\varepsilon_n+C'_{mm}\varepsilon_m+C_{12}\varepsilon_z .$$

With $\varepsilon_z=-\nu_z\varepsilon_n$ this becomes

$$\frac{\varepsilon_m}{\varepsilon_n}=-\frac{C'_{nm}}{C'_{mm}}+\frac{C_{12}\nu_z}{C'_{mm}} .$$

The second term is the push from the strain along $[001]$. It is never negative, because $S_{12}=-C_{12}/P$ gives $\nu_z$ the sign of $C_{12}$. For positive $C_{12}$ the push comes from a contraction along $[001]$, for negative $C_{12}$ from a lengthening. If $[001]$ is held at fixed length, the push disappears and expansion requires $C'_{nm}<0$, which means $2C_{44}>C_{11}+C_{12}$. This is a stricter demand unless $C_{12}=0$. Of the 400 random crystals, 185 met it.

The boxed condition therefore belongs to free sides. A film bonded to a stiff substrate is a different problem, because the substrate dictates the in-plane strains.

## The number: a free-standing film

Consider a single-crystal film whose surface normal is $[001]$, 200 nm thick and 100 µm wide, strained by 0.10 % along $[110]$. Its round stiffnesses, $C_{11}=170$, $C_{12}=120$ and $C_{44}=75$ GPa, lie in the rough regime of copper. Then $P=50\times410=20\,500$ GPa², and

$$2(S_{11}+S_{12})=\frac{2\times170}{20\,500\ \text{GPa}}=16.59\ \text{TPa}^{-1},\qquad
S_{44}=\frac1{75\ \text{GPa}}=13.33\ \text{TPa}^{-1}.$$

The first exceeds the second, so the film widens:

$$\nu_m=\frac{13.33-16.59}{13.33+16.59}=-0.109 .$$

With $S_{12}=-5.85$ TPa⁻¹, the ratio for the thickness is $\nu_z=4\times5.85/29.92=0.78$. Young's modulus is $1/S'_{nnnn}=4/(29.92\ \text{TPa}^{-1})=134$ GPa, and the stress is 134 MPa. The width grows by $0.109\times10^{-3}\times100$ µm, or 10.9 nm. The thickness falls by $0.78\times10^{-3}\times200$ nm, or 0.16 nm, shared among all atomic layers. The volume still increases, by $1+0.109-0.783=0.326$ times the longitudinal strain.

The two contributions are much larger than their sum. With $C'_{nm}=145-75=70$ GPa and $C'_{mm}=145+75=220$ GPa,

$$\frac{\varepsilon_m}{\varepsilon_n}=-\frac{70}{220}+\frac{120\times0.783}{220}=-0.318+0.427=+0.109 .$$

This has a consequence for a film of the same crystal cut with its normal along $[1\bar10]$. Pulled along $[110]$ with its $[001]$ width free, it becomes thicker. If the width is held, it becomes thinner, with a ratio of 0.318.

The anisotropy is $A=150/50=3.0$, above the threshold $1+240/170=2.41$. If $C_{44}$ is lowered to 50 GPa and the other two stiffnesses are kept, $A=2.0$ and $\nu_m=+0.093$. That crystal is strongly anisotropic but contracts.

**Aim of the pull.** Let the pulling axis make the angle $\varphi$ with $[100]$ in the film plane. With $\mathbf n=(\cos\varphi,\sin\varphi,0)$ and $\mathbf m=(-\sin\varphi,\cos\varphi,0)$, the sum $\sum_am_a^2n_a^2$ is $2\sin^2\varphi\cos^2\varphi=\frac12\sin^22\varphi$, so

$$S'_{mmnn}=S_{12}+\tfrac12S_0\sin^22\varphi .$$

Here $S_0=13.33$ TPa⁻¹. Expansion requires $\sin^22\varphi>2\times5.85/13.33=0.878$, which holds within 10.2° of $[110]$. Along $[100]$ the ratio is $+0.41$. Away from the symmetry directions the film also shears, and the window assumes that the grips allow this. If the in-plane shear is blocked, the window widens to about 16°.

## What a real film would change

The stiffnesses are close to those of copper, but copper films often consist of many grains, and this is the assumption whose failure matters most. Suppose that all grains share the $[001]$ normal and have random in-plane angles. Averaging with equal strain in every grain gives $\nu=0.09$, and with equal stress $\nu=0.23$. Both estimates are positive: the in-plane expansion is lost. Deposited copper films more often share a $[111]$ normal, and the in-plane ratio is then about $+0.49$ in every direction. The result above is a prediction for a single crystal.

Other effects are smaller, or can be separated by how the measurement is made:

- **Grips.** Where the width is held, $\varepsilon_m=0$ requires $\sigma_m=\nu_m\sigma_n$, since the compliances along $\mathbf n$ and $\mathbf m$ are equal. At the same longitudinal strain this is a transverse compression of 14.7 MPa, provided that the film stays flat. If the held section is long enough, a film this thin can wrinkle under a compression of that size, and the stress is then lower. The width should be measured far from the grips.
- **Surface skin.** A 2 nm skin on each face, with an assumed modulus of 100 GPa and Poisson's ratio of 0.3, changes $\nu_m$ to $-0.102$.
- **Input constants and strain dependence.** If the three constants are changed independently by 1 %, with the least and most favourable signs, $\nu_m$ lies between $-0.08$ and $-0.14$. The range is wide because $C_{11}-C_{12}$ is a small difference of large numbers. Measured room-temperature constants of copper, about 168.4, 121.4 and 75.4 GPa, give $\nu_m\approx-0.136$ and a widening of about 13.6 nm, so the digits above belong to the round constants and not to copper itself. The strain also changes individual stiffnesses, by roughly ten times its size. These changes are correlated and break the cubic symmetry, so the range above does not describe them. With published third-order constants of copper, a strain of 0.1 % changes $\nu_m$ by less than 0.001.
- **Heating.** With the rough softening rates listed in the output, 100 K of heating leaves $\nu_m$ near $-0.11$. This is a near cancellation: the separate shifts from $C_{11}$, $C_{12}$ and $C_{44}$ are about $-0.03$, $+0.01$ and $+0.02$, so somewhat different rates would give a visible change. Thermal expansion is more troublesome. At about 17 ppm/K and fixed load, a drift of 6.4 K widens the film as much as the pull does.

Plastic slip needs separate treatment. In an fcc crystal, slip on a plane with unit normal $\mathbf p$ along the unit direction $\mathbf d$ gives a strain along $\mathbf m$ proportional to $(\mathbf m\cdot\mathbf p)(\mathbf m\cdot\mathbf d)$. The tension drives it through the factor $(\mathbf n\cdot\mathbf p)(\mathbf n\cdot\mathbf d)$. The planes $(111)$ and $(11\bar1)$ contain $\mathbf m$, so slip on them does not change the width. The planes $(1\bar11)$ and $(\bar111)$ contain $\mathbf n$, so the tension does not drive slip on them. Small plastic strain thus lengthens the film without changing its width, and the measured ratio moves towards zero.

The stress of 134 MPa is 0.45 of a rough film yield stress of 300 MPa, so the elastic calculation applies to a strong film. A soft bulk crystal that slips at a resolved shear stress of about 1 MPa leaves the elastic range at a strain near 0.002 %. The elastic widening must then be sought below that strain, or on unloading. The numerical output lists the values for the example with round constants.

## Computed results

```
random crystals tested: 400
of these expanding along [1-10]: 260
expanding with [001] held: 185
bcc springs k2/k1 = 0.000: nu_m = -1.000
bcc springs k2/k1 = 0.100: nu_m = -0.448
bcc springs k2/k1 = 0.333: nu_m = -0.000
bcc springs k2/k1 = 0.600: nu_m = 0.213
fcc springs: |strain_m/strain_n| = 0.000
fcc springs: strain_z/strain_n = -0.500
C11, C12, C44 = 170, 120, 75 GPa
thickness = 200 nm, width = 100 um
strain along [110] = 0.10 %
S11 = 14.146 1/TPa
S12 = -5.854 1/TPa
S44 = 13.333 1/TPa
S0 = 13.333 1/TPa
2(S11+S12) = 16.585 1/TPa
anisotropy A = 3.000
threshold 1+2*C12/C11 = 2.412
Young modulus along [110] = 133.7 GPa
stress along [110] = 133.7 MPa
nu_m = -0.1087, nu_z = 0.7826
volume strain/strain_n = 0.3261
width change = 10.87 nm
thickness change = -0.1565 nm
C'_nm = 70.0 GPa, C'_mm = 220.0 GPa
strain_m/strain_n, [001] held: -0.3182
added by [001] contraction: 0.4269
expansion window: +/- 10.22 deg about [110]
nu for pull along [100] = 0.4138
contrast crystal C44 = 50 GPa, A = 2.00
contrast crystal nu_m = 0.0933
held width: transverse stress = -14.7 MPa
random grains, uniform strain: nu = 0.093
random grains, uniform stress: nu = 0.233
skin 2 nm per face, E = 100 GPa, nu = 0.3
nu_m with skin = -0.1020
stiffness shift from strain = 1.0 % (rough)
nu_m range from shift: -0.137 to -0.082
softening C11, C12, C44 (rough, 1e-4/K): 2.0, 1.3, 3.5
nu_m after heating by 100 K = -0.1076
thermal expansion = 17 ppm/K (rough)
heating that widens equally = 6.4 K
largest Schmid factor = 0.408
largest slip strain along [1-10] = 0.000
resolved shear stress = 54.6 MPa
film yield stress = 300 MPa (rough)
stress/film yield stress = 0.45
soft bulk slip stress = 1 MPa (rough)
soft bulk elastic strain limit = 0.0018 %
```
